# Why extending an even-tempered Gaussian set at fixed ratio stops short

## Question

I am testing even-tempered Gaussians on the simplest problem I know, one electron in the field of a fixed unit charge, where the exact ground-state energy is $-1/2$ Hartree. My basis consists of s functions $e^{-\alpha_k r^2}$ with $\alpha_k=\alpha_0\beta^k$, $\alpha_0=1$ bohr$^{-2}$, $\beta=4$ and $k=-K,\dots,K$. I increase $K$, so that the set gains ever tighter and ever more diffuse functions. The energy above the exact value is:

| $K$ | functions | error (Hartree) |
|---|---|---|
| 2 | 5 | $7.169\times10^{-4}$ |
| 4 | 9 | $3.083\times10^{-4}$ |
| 8 | 17 | $2.9907\times10^{-4}$ |
| 12 | 25 | $2.9906\times10^{-4}$ |

The last eight functions lower the energy by only $1.2\times10^{-8}$ Hartree, yet the error is still $3.0\times10^{-4}$ Hartree. I expected completeness once the exponents run from zero to infinity. Is this rounding error, slow convergence, or something else?

## Answer

It is something else. Your energies have converged, but to the limit of the set with $\beta=4$, which lies above the exact energy. Extending the range cannot repair this, because the ratio of neighbouring exponents stays fixed at $\beta$. The proof below also shows how fast the error vanishes as $\beta\to1$.

### What the energy converges to

I use Hartree atomic units, with $H=-\tfrac12\nabla^2-1/r$ and $E_0=-\tfrac12$. All functions are spherical, so I drop the angular factor and write
$$\langle f|g\rangle=\int_0^\infty f^*g\,r^2dr,\qquad \|f\|^2=\langle f|f\rangle .$$
Functions of pure angular momentum $l>0$ would not help: $H$ does not mix different $l$, so the energy of a mixture is a weighted average of the energies of its $l$ components, and components with $l>0$ have energies of at least $-\tfrac18$, far above the s energies found here. A Cartesian d shell is a different matter: it contains the s function $r^2e^{-\alpha r^2}$, which is not in your set, so the bounds below do not apply to it.

Let $E_\beta$ be the infimum of the energy over all finite subsets of $\{e^{-\alpha_kr^2}\}$, with $k$ running over all integers. Your sets are nested, so the energy cannot rise with $K$, and every finite subset is contained in one of them. The energy therefore tends to $E_\beta$. The variational principle gives $E_\beta\ge E_0$; equality would need a separate proof, and it is in fact false.

### A change of exponent is a translation

Put $r=e^y$ and $u_f(y)=e^{3y/2}f(e^y)$. Since $r^2dr=e^{3y}dy$, we have $\|f\|^2=\int|u_f|^2dy$. With $h=\ln\beta$, the basis functions become
$$u_k(y)=e^{3y/2}\exp\!\left(-\alpha_0e^{2(y+kh/2)}\right)=\beta^{-3k/4}\,u_0(y+kh/2).$$
Apart from constant factors, they are copies of one function, shifted by multiples of $h/2$.

Now take the Fourier transform in $y$, which is $\int u_fe^{-i\omega y}dy=\int_0^\infty r^{1/2-i\omega}f(r)\,dr$. For $e^{-r}$ and for $e^{-\alpha_0r^2}$ (substitute $s=\alpha_0r^2$) it gives
$$F(\omega)=\Gamma(\tfrac32-i\omega),\qquad G(\omega)=\tfrac12\,\alpha_0^{-3/4+i\omega/2}\,\Gamma(\tfrac34-\tfrac{i\omega}2).$$
A shift by $kh/2$ multiplies the transform by $e^{i\omega kh/2}$. A finite combination $\sum_kc_ke^{-\alpha_kr^2}$ therefore has the transform $P(\omega)G(\omega)$ with
$$P(\omega)=\sum_kc_k\beta^{-3k/4}e^{i\omega kh/2},\qquad P(\omega+\Omega)=P(\omega),\qquad \Omega=\frac{4\pi}h .$$
This is the obstruction. The coefficients control only a periodic function $P$, so the contents at $\omega,\ \omega\pm\Omega,\dots$ cannot be adjusted independently. Adding exponents at the ends adds harmonics to $P$ but leaves its period unchanged.

### The distance from the exact state

Write $F_m=F(\omega+m\Omega)$ and $G_m=G(\omega+m\Omega)$. By Plancherel's theorem, the squared distance between $e^{-r}$ and a combination is
$$\frac1{2\pi}\int_0^\Omega\sum_m|F_m-PG_m|^2\,d\omega .$$
At each $\omega$ there is one number $P$ to choose. The least-squares choice is $P=\sum_mG_m^*F_m/\sum_m|G_m|^2$, and it leaves
$$\sum_m|F_m|^2-\frac{|\sum_mG_m^*F_m|^2}{\sum_m|G_m|^2}=\frac{\sum_{m<n}|F_mG_n-F_nG_m|^2}{\sum_m|G_m|^2},$$
where the equality is Lagrange's identity. This optimal $P$ is continuous and periodic, so finite trigonometric sums approach it uniformly, and the minimum is the infimum over finite sets. Since $\|e^{-r}\|^2=\int r^2e^{-2r}dr=\tfrac14$, the normalized ground state $\psi_0=2e^{-r}$ has the squared distance
$$d^2=\frac4{2\pi}\int_0^\Omega\frac{\sum_{m<n}|F_mG_n-F_nG_m|^2}{\sum_m|G_m|^2}\,d\omega .$$

Could $d^2$ be zero? Then $F_mG_n=F_nG_m$ for all $\omega$, so $F/G$ would have period $\Omega$. For large $|b|$, Stirling's formula gives $|\Gamma(a+ib)|^2\approx2\pi|b|^{2a-1}e^{-\pi|b|}$. Hence $|F|^2$ falls as $e^{-\pi|\omega|}$ and $|G|^2$ only as $e^{-\pi|\omega|/2}$, apart from powers, and $F/G\to0$. A periodic function that tends to zero is zero everywhere, but the gamma function has no zeros. Therefore $d^2>0$ for every $\beta>1$ and every $\alpha_0$.

The target matters here. If the exact state were itself one of the basis Gaussians, as can happen for a harmonic oscillator, $F/G$ would be periodic and the error would vanish. The span would still be incomplete, but that state would not reveal it.

### From distance to energy

Take a normalized $\chi$ in the span and let $c=\langle\psi_0|\chi\rangle$. The best multiple of $\chi$ lies at squared distance $1-|c|^2$ from $\psi_0$, so $1-|c|^2\ge d^2$. The part of $\chi$ orthogonal to $\psi_0$ has an energy of at least $-\tfrac18$, the next s level. Thus
$$\langle\chi|H|\chi\rangle\ge|c|^2E_0-\tfrac18(1-|c|^2)=E_0+\tfrac38(1-|c|^2),$$
and therefore
$$E_\beta-E_0\ge\tfrac38d^2>0 .$$
For your set $d^2=2.263\times10^{-4}$, so no extension can bring the error below $\tfrac38\times2.263\times10^{-4}=8.49\times10^{-5}$ Hartree. The actual plateau, $2.99\times10^{-4}$ Hartree or 8.14 meV, respects this bound.

### How the distance shrinks with β

For small $h$ the period $\Omega$ is large. Integrate over $-\Omega/2<\omega<\Omega/2$; both halves contribute equally, since $F(-\omega)=F(\omega)^*$ and $G(-\omega)=G(\omega)^*$, both being transforms of real functions. For $0<\omega<\Omega/2$ the important partner frequency is $\omega-\Omega$. Away from the ends of this interval the leading term of the integrand is
$$|F_0|^2\frac{|G_{-1}|^2}{|G_0|^2}\approx2\pi\omega^2e^{-\pi\omega}\left(\frac{\Omega-\omega}\omega\right)^{1/2}e^{-\pi(\Omega-2\omega)/2}.$$
The exponentials combine to $e^{-\pi\Omega/2}$, independent of $\omega$. With $\omega=\Omega x$,
$$d^2\approx8\Omega^3e^{-\pi\Omega/2}\int_0^{1/2}x^{3/2}(1-x)^{1/2}dx .$$
The substitution $x=\sin^2\theta$ turns the integral into
$$\tfrac14\int_0^{\pi/4}\sin^22\theta\,(1-\cos2\theta)\,d\theta=\tfrac14\left(\frac\pi8-\frac16\right),$$
and since $\pi\Omega/2=2\pi^2/h$,
$$d^2\approx\left(\frac\pi4-\frac13\right)\left(\frac{4\pi}h\right)^3e^{-2\pi^2/h}.$$
Near $\omega=0$, $F_0$ and $G_0$ are of order one and $|G_{\pm1}|^2$ is of order $\Omega^{1/2}e^{-\pi\Omega/2}$, so this region of width of order one is negligible against $\Omega^3e^{-\pi\Omega/2}$. Near $\omega=\Omega/2$ the products $F_0G_{-1}$ and $F_{-1}G_0$ are equally large and interfere. This region has a width of order one, against a total length $\Omega/2$, so it gives a relative correction of order $1/\Omega$ whose sign depends on the relative phase. Numerically, the full integral divided by this formula is 0.951 at $\beta=1.2$ and 1.010 at $\beta=1.05$.

### Why β → 1 does reach the limit

A lower bound that vanishes does not prove that the energy converges. For that we need a good trial function, and a discretized integral supplies one. Start from the integral representation of the modified Bessel function,
$$\int_0^\infty\alpha^{\mu-1}e^{-b/\alpha-c\alpha}d\alpha=2\left(\frac bc\right)^{\mu/2}K_\mu(2\sqrt{bc}),$$
and define, with $\alpha=e^x$,
$$f(x)=\frac1{2\sqrt\pi}\,\alpha^{-1/2}e^{-1/(4\alpha)}e^{-\alpha r^2}.$$
Setting $b=\tfrac14$, $c=r^2$, $\mu=-\nu$ and using $K_{-\nu}=K_\nu$ gives
$$\hat f(q)=\int f\,e^{-iqx}dx=\frac1{\sqrt\pi}(2r)^\nu K_\nu(r),\qquad\nu=\tfrac12+iq .$$
Since $K_{1/2}(r)=\sqrt{\pi/2r}\,e^{-r}$, we have $\hat f(0)=e^{-r}$: the exact state is a continuous superposition of Gaussians.

Replace the integral by a sum with spacing $h$ at $x_k=\ln\alpha_k$. The result $\chi=h\sum_kf(x_k)$ is a superposition of your basis functions. Its coefficients contain $\alpha_k^{-1/2}e^{-1/(4\alpha_k)}$, while the norms of $e^{-\alpha r^2}$ and of its derivative scale as $\alpha^{-3/4}$ and $\alpha^{-1/4}$. The sum thus converges at both ends in the energy norm $(\|v\|^2+\|v'\|^2)^{1/2}$, and finite subsets approach it. Their energies converge too: integration by parts gives $\int r|v|^2dr=-\mathrm{Re}\int r^2v^*v'\,dr\le\|v\|\,\|v'\|$, so the potential term, like the kinetic term, is continuous in this norm. Poisson summation gives
$$\chi=e^{-r}+\delta,\qquad\delta=\sum_{m\ne0}\alpha_0^{iq_m}\varepsilon_m,\qquad\varepsilon_m=\hat f(q_m),\qquad q_m=\frac{2\pi m}h .$$

The size of $\varepsilon_m$ follows in closed form. From $(r^\nu K_\nu)'=-r^\nu K_{\nu-1}$ and $\nu-1=-\nu^*$ we get $|K_{\nu-1}|=|K_{\nu^*}|=|K_\nu|$, hence $|\varepsilon_m'|=|\varepsilon_m|$ at every $r$. Next, $|(2r)^\nu|^2=2r$, so
$$\|\varepsilon_m\|^2=\frac2\pi\int_0^\infty r^3K_\nu K_{\nu^*}dr .$$
The standard integral
$$\int_0^\infty r^{s-1}K_\mu K_\lambda dr=\frac{2^{s-3}}{\Gamma(s)}\prod_{\pm,\pm}\Gamma\!\left(\frac{s\pm\mu\pm\lambda}2\right)$$
with $s=4$, $\mu+\lambda=1$ and $\mu-\lambda=2iq_m$ equals
$$\tfrac13\,\Gamma(\tfrac52)\Gamma(\tfrac32)|\Gamma(2+iq_m)|^2=\frac\pi8|\Gamma(2+iq_m)|^2 .$$
So $\|\varepsilon_m\|=\tfrac12|\Gamma(2+iq_m)|$. With
$$\eta=2\sum_{m\ge1}|\Gamma(2+iq_m)|,$$
the triangle inequality gives $\|\delta\|\le\eta/2$ and $\|\delta'\|\le\eta/2$.

Because $(H-E_0)e^{-r}=0$, only $\delta$ contributes to the energy error:
$$\langle\chi|H-E_0|\chi\rangle=\tfrac12\|\delta'\|^2-\int_0^\infty r|\delta|^2dr+\tfrac12\|\delta\|^2\le\frac{\eta^2}4 ,$$
where the negative potential term has been dropped. The norm obeys $\|\chi\|\ge\tfrac12(1-\eta)$ if $\eta<1$. Dividing by $\|\chi\|^2$,
$$\tfrac38d^2\le E_\beta-E_0\le\frac{\eta^2}{(1-\eta)^2}.$$

For small $h$ the term $m=1$ dominates $\eta$, and $|\Gamma(2+iq)|^2\approx2\pi q^3e^{-\pi q}$ gives $\eta^2\approx8\pi q_1^3e^{-\pi q_1}$, with $\pi q_1=2\pi^2/h$. Since $\Omega=2q_1$, the lower bound becomes $3(\pi/4-1/3)\,q_1^3e^{-\pi q_1}$. Both sides have the same form, so
$$E_\beta-E_0=C\left(\frac{2\pi}h\right)^3e^{-2\pi^2/h},$$
where $C$ need not be constant but lies, in the limit, between 1.36 and 25.1 Hartree. The error is positive for each $\beta>1$ and vanishes as $\beta\to1$ with the range unlimited.

### Numbers

These energies come from high-precision diagonalization with exponents from about $10^{-9}$ to $10^{10}$ bohr$^{-2}$ and $\alpha_0=1$ bohr$^{-2}$, which also rules out rounding as the cause of your plateau. All entries are in Hartree.

| $\beta$ | lower bound | $E_\beta-E_0$ | upper bound |
|---|---|---|---|
| 10 | $9.5\times10^{-3}$ | $3.06\times10^{-2}$ | $2.7\times10^{-1}$ |
| 6 | $6.8\times10^{-4}$ | $4.03\times10^{-3}$ | $2.7\times10^{-2}$ |
| 4 | $8.5\times10^{-5}$ | $2.99\times10^{-4}$ | $1.8\times10^{-3}$ |
| 3 | $5.0\times10^{-6}$ | $2.16\times10^{-5}$ | $7.8\times10^{-5}$ |
| 2 | $3.6\times10^{-10}$ | $1.70\times10^{-9}$ | $8.1\times10^{-9}$ |

The factor $C$ computed from these plateaus varies between 4.9 and 8.0 Hartree without a steady trend. From $\beta=3$ to $\beta=2$ the logarithm of the error falls by 9.45; the law with constant $C$ gives 9.13.

Sliding the whole set along the exponent axis does not remove the plateau either. At $\beta=4$, the four values $\alpha_0=1,\sqrt2,2,2\sqrt2$ bohr$^{-2}$ give errors between $2.99\times10^{-4}$ and $4.43\times10^{-4}$ Hartree.

### Range and density are different things

The exponents need not run from zero to infinity at all. Suppose that they fill an interval $[a,b]$ with $0<a<b$, and that some s function $g$ is orthogonal to all these Gaussians in the energy norm, $\int(g'\varphi'+g\varphi)r^2dr=0$ for $\varphi=e^{-\alpha r^2}$. Integration by parts moves the derivative onto $\varphi$, and $-\nabla^2\varphi+\varphi=(6\alpha-4\alpha^2r^2+1)\varphi$. With $L(\alpha)=\int g\,e^{-\alpha r^2}r^2dr$ the condition reads
$$(6\alpha+1)L+4\alpha^2L'=0\quad\Longrightarrow\quad L=A\,\alpha^{-3/2}e^{1/(4\alpha)} .$$
$L$ is analytic for $\mathrm{Re}\,\alpha>0$, so this form holds for all $\alpha>0$. But the Cauchy–Schwarz inequality allows $L$ to grow no faster than $\alpha^{-3/4}$ as $\alpha\to0$, so $A=0$. In the variable $r^2$, $L$ is a Laplace transform, and its vanishing implies $g=0$. The Gaussians of any such interval are therefore complete for s functions. A sufficiently fine grid in the interval approximates each of them, so its energy tends to $E_0$.

Here is the interval from $1/16$ to 64 bohr$^{-2}$, filled by repeatedly halving the logarithmic spacing:

| functions | $\beta$ | error (Hartree) |
|---|---|---|
| 6 | 4 | $4.53\times10^{-4}$ |
| 11 | 2 | $3.54\times10^{-5}$ |
| 21 | 1.414 | $1.93\times10^{-5}$ |
| 41 | 1.189 | $8.5\times10^{-6}$ |

Five functions placed in the gaps achieve what no extension of the $\beta=4$ sequence could: the error drops to about one eighth of the infinite-range plateau at $\beta=4$. Further filling helps more slowly. It also makes neighbouring functions nearly linearly dependent, and for this reason the table was computed with 120 digits. In ordinary arithmetic it is better to widen the range and reduce $\beta$ together.

### What to do with your calculation

Treat the range and the ratio as two separate convergence parameters. Stability when you add outer exponents tests the range only. In your data the last change is some 25,000 times smaller than the remaining error, so it is no error estimate. Then reduce $\beta$, keep the range wide, and see whether the energy moves.

A fixed ratio is not useless: for this problem $\beta=2$ with $\alpha_0=1$ bohr$^{-2}$ leaves $1.7\times10^{-9}$ Hartree, far below many targets. That figure belongs to this one-electron ground state and should not be carried over to other systems unchecked. The numerical check covers the bounds, the distance formula and the filled interval.

## Calculated quantities

```
Model: unit charge, E0 = -0.5 Hartree; a0 = 1 bohr^-2 unless stated
Range growth at beta = 4, k = -K..K: K, functions, E-E0 (Hartree)
   1   3 1.21087715e-02
   2   5 7.16927953e-04
   3   7 3.60377535e-04
   4   9 3.08302268e-04
   6  13 2.99353894e-04
   8  17 2.99074199e-04
  12  25 2.99062158e-04
Plateaus: beta, functions, lower bound, E-E0, upper bound (Hartree)
  10  19 9.4551e-03 3.0632e-02 2.7418e-01
   6  24 6.8403e-04 4.0273e-03 2.6633e-02
   4  31 8.4874e-05 2.9906e-04 1.7522e-03
   3  39 5.0213e-06 2.1603e-05 7.7644e-05
   2  63 3.5891e-10 1.7028e-09 8.1273e-09
Plateau at beta = 4: 8.1379 meV
Squared distance d2: beta, frequency integral, least squares
  10 2.521351e-02 2.521351e-02
   6 1.824075e-03 1.824075e-03
   4 2.263314e-04 2.263314e-04
   3 1.339002e-05 1.339002e-05
   2 9.570915e-10 9.570915e-10
Diffuse edge at beta = 2: edge (bohr^-2), relative excess of d2
  1e-05 3.300e-04
  1e-07 2.161e-06
  1e-09 2.902e-08
Shifted sets at beta = 4: a0 (bohr^-2), E-E0 (Hartree)
  1.0000 2.990621e-04
  1.4142 4.341726e-04
  2.0000 4.434693e-04
  2.8284 3.085160e-04
Prefactor (E-E0)/[(2pi/h)^3 exp(-2pi^2/h)], small-h limits 1.356 and 25.133 (Hartree)
  10 7.968
   6 5.686
   4 4.905
   3 7.339
   2 5.331
ln[error(beta=3)/error(beta=2)]: computed 9.4483, rate law 9.1286
d2 / small-h formula at beta = 1.2: 0.95073, oscillation amplitude 0.06419
d2 / small-h formula at beta = 1.05: 1.00966, oscillation amplitude 0.01718
Sum minus exp(-r) at beta = 4, r = 0.7 bohr: -1.746694e-03
  same from Bessel terms: -1.746694e-03
Norm integral of first error term, beta = 4: 1.004364e-04; Gamma formula 1.004364e-04
Fill 1/16..64 bohr^-2: functions, beta, E-E0 (Hartree)
   6 4.00000 4.526176e-04
  11 2.00000 3.536663e-05
  21 1.41421 1.928909e-05
  41 1.18921 8.460356e-06
```
